# Overlap of Kramers-Restricted Determinants: Quaternion Structure, Positivity and Pfaffians: verification in Python

```python
# Result under test: for determinants A, B made of Kramers pairs (f, Kf),
#   <A|B> = det S = Pf(S S^dagger J) = Pf(R J)^2 = product of sigma_i^2 >= 0.
# S: overlap matrix of the spinors; R = sqrt(S S^dagger);
# J: direct sum of [[0,1],[-1,0]]; sigma_i: doubly occurring singular values.
# K v = UK conj(v) is time reversal, K^2 = -1. Model energies are in rydberg.
import numpy as np
import sympy as sp

rng = np.random.default_rng(7)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
pauli = [sx, sy, sz]


def symplectic(n):
    return np.kron(np.eye(n), np.array([[0, 1], [-1, 0]]))


def pfaffian(M):
    """Expansion along the first row, independent of any determinant."""
    size = len(M)
    if size == 0:
        return 1.0
    total = 0.0
    for k in range(1, size):
        rest = [i for i in range(1, size) if i != k]
        total += (-1)**(k - 1) * M[0, k] * pfaffian(M[np.ix_(rest, rest)])
    return total


def random_quaternionic(rows, cols):
    a = rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))
    b = rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))
    M = np.zeros((2 * rows, 2 * cols), complex)
    M[0::2, 0::2], M[0::2, 1::2] = a, -b.conj()
    M[1::2, 0::2], M[1::2, 1::2] = b, a.conj()
    return M


def fock_state(orbitals):
    """Apply the creation operators of the columns to the vacuum."""
    dim = orbitals.shape[0]
    state = {0: 1.0 + 0j}
    for column in orbitals.T[::-1]:
        new = {}
        for mask, amp in state.items():
            for p in range(dim):
                if not (mask >> p) & 1:
                    sign = (-1)**((mask & ((1 << p) - 1)).bit_count())
                    key = mask | (1 << p)
                    new[key] = new.get(key, 0) + sign * column[p] * amp
        state = new
    vector = np.zeros(2**dim, complex)
    for mask, amp in state.items():
        vector[mask] = amp
    return vector


def positive_root(G):
    w, V = np.linalg.eigh(G)
    return (V * np.sqrt(np.clip(w, 0, None))) @ V.conj().T


def close(x, y, tol=1e-9):
    return abs(x - y) <= tol * max(1.0, abs(x), abs(y))


# Time reversal of the Dirac matrices
U4 = np.kron(np.eye(2), -1j * sy)
for s in pauli:
    alpha = np.kron(sx, s)
    assert np.allclose(U4 @ alpha.conj() @ U4.conj().T, -alpha)
beta = np.kron(sz, np.eye(2))
assert np.allclose(U4 @ beta.conj() @ U4.conj().T, beta)

# Random Kramers pairs in a nonorthogonal basis with metric X^dagger X
for n in (1, 2, 3):
    J = symplectic(n)
    X = random_quaternionic(4, 4) / 4
    A, B = random_quaternionic(4, n), random_quaternionic(4, n)
    S = A.conj().T @ (X.conj().T @ X) @ B
    direct = np.vdot(fock_state(X @ A), fock_state(X @ B))
    d = np.linalg.det(S)
    G = S @ S.conj().T
    R = positive_root(G)
    sig = np.linalg.svd(S, compute_uv=False)
    assert close(direct, d) and abs(d.imag) < 1e-9 * abs(d) and d.real > 0
    assert np.allclose(S.conj(), J @ S @ J.T)
    assert np.allclose(sig[0::2], sig[1::2])
    assert close(direct, pfaffian(G @ J))
    assert close(direct, pfaffian(R @ J)**2)
    assert close(direct, np.prod(sig[0::2]**2))
    # Aligned pairs: same many-electron state, Hermitian overlap matrix
    T = np.linalg.solve(R, S)
    aligned = B @ T.conj().T
    assert np.allclose(T.conj(), J @ T @ J.T, atol=1e-7)
    assert close(np.linalg.det(T), 1, 1e-7)
    assert np.allclose(fock_state(aligned), fock_state(B), atol=1e-7)
    assert np.allclose(A.conj().T @ X.conj().T @ X @ aligned, R, atol=1e-7)
    # Hermitian case succeeds; Hermitian part of a general S does not
    H = S + S.conj().T
    assert close(np.linalg.det(H), pfaffian(H @ J)**2)
    assert abs(pfaffian(H @ J / 2)**2 - d) > 1e-3 * abs(d)

# One pair: determinant is a quadratic form of rank 4, so no polynomial square
x, y, z, w = sp.symbols('x y z w', real=True)
a, b = x + sp.I * y, z + sp.I * w
form = sp.expand(sp.Matrix([[a, -sp.conjugate(b)], [b, sp.conjugate(a)]]).det())
rank_form = sp.hessian(form, (x, y, z, w)).rank()
assert rank_form == 4

# A generic path through a singular matrix touches zero quadratically
singular = random_quaternionic(3, 2) @ random_quaternionic(2, 3)
step = random_quaternionic(3, 3)
t = 1e-5
d1, d2, dm = [np.linalg.det(singular + f * t * step).real for f in (1, 2, -1)]
zero_ratio = d2 / d1
assert d1 > 0 and dm > 0 and abs(zero_ratio - 4) < 1e-2

# Model: orbitals s, px, py, pz, each with spin up and down
eps_s, zeta, zeeman = -0.4, 0.2, 0.03
fields = np.array([[0.4, 0.0, 0.0], [0.0, 0.4, 0.1], [0.1, 0.0, 0.4]])
UK = np.kron(np.eye(4), -1j * sy)
L = np.zeros((3, 4, 4), complex)
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    L[k, 1 + i, 1 + j], L[k, 1 + j, 1 + i] = -1j, 1j


def hamiltonian(field, bz):
    space = np.zeros((4, 4), complex)
    space[0, 0] = eps_s
    space[0, 1:] = space[1:, 0] = field
    h = np.kron(space, np.eye(2))
    for k in range(3):
        h += zeta / 2 * np.kron(L[k], pauli[k])
        h += bz / np.sqrt(3) * (np.kron(L[k], np.eye(2))
                                + np.kron(np.eye(4), pauli[k]))
    return h


def kramers_orbitals(field):
    """Two lowest pairs; first partner has real positive s-up, zero s-down."""
    h = hamiltonian(field, 0.0)
    assert np.allclose(UK @ h.conj() @ UK.conj().T, h)
    vectors = np.linalg.eigh(h)[1]
    columns = []
    for p in (0, 2):
        v = vectors[:, p]
        f = v[0].conj() * v - v[1] * (UK @ v.conj())
        f = f / np.linalg.norm(f)
        columns += [f, UK @ f.conj()]
    C = np.array(columns).T
    assert np.allclose(C.conj().T @ C, np.eye(4))
    return C


def triple_product(bz):
    occ, gaps = [], []
    for field in fields:
        e, V = np.linalg.eigh(hamiltonian(field, bz))
        occ.append(V[:, :4])
        gaps.append(e[4] - e[3])
    product = 1.0
    for i in range(3):
        product *= np.linalg.det(occ[i].conj().T @ occ[(i + 1) % 3])
    return product, min(gaps)


orbs = [kramers_orbitals(f) for f in fields]
A, B = orbs[0], orbs[1]
J = symplectic(2)
S = A.conj().T @ B
overlap_fock = np.vdot(fock_state(A), fock_state(B))
det_S = np.linalg.det(S)
G = S @ S.conj().T
R = positive_root(G)
pf_first = pfaffian(G @ J)
pf_R = pfaffian(R @ J)
sigma = np.linalg.svd(S, compute_uv=False)
naive = pfaffian((S + S.conj().T) @ J / 2)**2
asymmetry = np.linalg.norm(S @ J + (S @ J).T)
assert close(overlap_fock, det_S) and close(overlap_fock, pf_R**2)
assert close(overlap_fock, pf_first)
assert abs(overlap_fock.imag) < 1e-11 and 0 < overlap_fock.real <= 1

# Arbitrary orthonormal spinors in the same two spaces
def random_unitary():
    return np.linalg.qr(rng.normal(size=(4, 4))
                        + 1j * rng.normal(size=(4, 4)))[0]


C, D = A @ random_unitary(), B @ random_unitary()
raw = np.linalg.det(C.conj().T @ D)
pf_C = pfaffian(C.conj().T @ UK @ C.conj())
pf_D = pfaffian(D.conj().T @ UK @ D.conj())
restored = np.conj(pf_C) * pf_D * raw
assert abs(raw.imag) > 1e-4 and close(restored, overlap_fock)

# Phase-independent product around three determinants
t0, gap0 = triple_product(0.0)
tb, gapb = triple_product(zeeman)
tm, _ = triple_product(-zeeman)
assert abs(t0.imag) < 1e-11 and t0.real > 0
assert gap0 > 0.02 and gapb > 0.02
assert abs(tb.imag) > 1e-6 and close(tm, np.conj(tb))
pair_overlaps = [np.linalg.det(orbs[i].conj().T @ orbs[(i + 1) % 3]).real
                 for i in range(3)]
assert close(np.prod(pair_overlaps), t0)


def show(value, digits=6):
    return f"{value.real:+.{digits}f} {value.imag:+.{digits}f} i"


print(f"s level (p level is zero): {eps_s:.2f} Ry")
print(f"spin-orbit parameter zeta: {zeta:.2f} Ry")
for i, field in enumerate(fields):
    print(f"s-p field coupling {i+1} (x,y,z): {field} Ry")
    levels = np.linalg.eigvalsh(hamiltonian(field, 0.0))[::2]
    print(f"pair energies {i+1}: {np.round(levels, 5)} Ry")
for i in range(2):
    for j in range(2):
        print(f"a[{i+1},{j+1}] = {show(S[2*i, 2*j])}")
        print(f"b[{i+1},{j+1}] = {show(S[2*i+1, 2*j])}")
print("singular values of S:", np.round(sigma, 6))
print(f"overlap <1|2> from Fock expansion: {show(overlap_fock, 8)}")
print(f"det S: {show(det_S, 8)}")
print(f"Pf(S S^dagger J): {pf_first.real:.8f}")
print(f"Pf(R J): {pf_R.real:.8f}")
print(f"Pf(R J) squared: {(pf_R**2).real:.8f}")
print(f"norm of SJ + (SJ)^T: {asymmetry:.6f}")
print(f"squared Pfaffian from Hermitian part of S: {naive.real:.8f}")
print(f"overlap with scrambled spinors: {show(raw)}")
print(f"Pf W_C: {show(pf_C)}")
print(f"Pf W_D: {show(pf_D)}")
print(f"overlap after phase restoration: {show(restored, 8)}")
print("overlaps <1|2>, <2|3>, <3|1>:", np.round(pair_overlaps, 8))
print(f"triple product, no magnetic field: {show(t0, 8)}")
print(f"smallest gap, no magnetic field: {gap0:.5f} Ry")
print(f"Zeeman energy parameter along (1,1,1): {zeeman:.2f} Ry")
print(f"triple product, magnetic field on: {show(tb, 8)}")
print(f"its phase: {np.angle(tb):.6e} rad")
print(f"its phase, magnetic field reversed: {np.angle(tm):.6e} rad")
print(f"smallest gap, magnetic field on: {gapb:.5f} Ry")
print(f"rank of one-pair quadratic form: {rank_form}")
print(f"det ratio at doubled distance from a zero: {zero_ratio:.5f}")
print("checks complete")
```

Printed output:

```
s level (p level is zero): -0.40 Ry
spin-orbit parameter zeta: 0.20 Ry
s-p field coupling 1 (x,y,z): [0.4 0.  0. ] Ry
pair energies 1: [-0.65742 -0.12793  0.1      0.28536] Ry
s-p field coupling 2 (x,y,z): [0.  0.4 0.1] Ry
pair energies 2: [-0.66845 -0.12671  0.1      0.29516] Ry
s-p field coupling 3 (x,y,z): [0.1 0.  0.4] Ry
pair energies 3: [-0.66845 -0.12671  0.1      0.29516] Ry
a[1,1] = +0.691811 +0.108797 i
b[1,1] = +0.027199 +0.000000 i
a[1,2] = +0.224629 -0.427127 i
b[1,2] = -0.106782 +0.000000 i
a[2,1] = +0.227516 -0.428700 i
b[2,1] = -0.107175 +0.000000 i
a[2,2] = +0.073874 +0.669699 i
b[2,2] = +0.167425 -0.000000 i
singular values of S: [0.980895 0.980895 0.70876  0.70876 ]
overlap <1|2> from Fock expansion: +0.48333015 +0.00000000 i
det S: +0.48333015 +0.00000000 i
Pf(S S^dagger J): 0.48333015
Pf(R J): 0.69521950
Pf(R J) squared: 0.48333015
norm of SJ + (SJ)^T: 2.650611
squared Pfaffian from Hermitian part of S: 0.00000000
overlap with scrambled spinors: +0.479881 +0.057639 i
Pf W_C: -0.643892 +0.765117 i
Pf W_D: -0.548054 +0.836443 i
overlap after phase restoration: +0.48333015 -0.00000000 i
overlaps <1|2>, <2|3>, <3|1>: [0.48333015 0.56620197 0.57532467]
triple product, no magnetic field: +0.15744478 -0.00000000 i
smallest gap, no magnetic field: 0.22671 Ry
Zeeman energy parameter along (1,1,1): 0.03 Ry
triple product, magnetic field on: +0.13693688 +0.03584126 i
its phase: 2.559931e-01 rad
its phase, magnetic field reversed: -2.559931e-01 rad
smallest gap, magnetic field on: 0.18227 Ry
rank of one-pair quadratic form: 4
det ratio at doubled distance from a zero: 3.99998
checks complete
```
